# Radially polarized intensity in a linearly polarized dipole pole

## Problem

The pupil of a lithographic illuminator holds two poles lying opposite each other on the $x$ axis. Each pole is a sector of an annulus with full azimuthal opening $\Delta=35^\circ$, that is, $17.5^\circ$ to either side of the axis. The intensity is uniform over the poles. The light is fully polarized along $y$ everywhere, so it is tangential at the centre of each pole.

(a) Find the fraction $R$ of the pole intensity that belongs to the radial field component, and show that it is about 3 percent. Does the result require uniform intensity along the radius?

(b) Give an estimate that can be made by hand, with bounds, and compare the mean with the value at the edge of the pole. What changes if the pole is a uniform circular disc subtending the same angle?

(c) How do a tilt of the polarization, soft pole edges and incompletely polarized light change $R$?

(d) The dipole images vertical lines, parallel to $y$, by interference of two diffraction orders. Does the radial fraction act as TM light for this grating? Find the contrast loss for fixed $y$ polarization. Compare it with that of illumination which is tangential at every point of the pole.

For numbers, take a wavelength of 193.4 nm, numerical aperture $\mathrm{NA}=1.35$, pole radii from 0.70 to 0.90 of the pupil radius, a pitch of 90 nm, and refractive indices 1.44 for the immersion water and 1.70 for the resist.

## Solution

### (a) The radial fraction

Let $\rho$ be the distance from the pupil centre and $\phi$ the azimuth measured from the $x$ axis. The radial and tangential unit vectors are

$$\hat r=(\cos\phi,\sin\phi),\qquad \hat t=(-\sin\phi,\cos\phi).$$

A field of unit strength along $\hat y=(0,1)$ has the components

$$E_r=\hat y\cdot\hat r=\sin\phi,\qquad E_t=\hat y\cdot\hat t=\cos\phi .$$

The two components have a fixed phase relation, but they are orthogonal. The local intensity is therefore $E_r^2+E_t^2=1$ with no cross term, and $\sin^2\phi$ is the local radial fraction.

Let the intensity be $g(\rho)$, with any radial profile but no dependence on azimuth. The pupil area element is $\rho\,d\rho\,d\phi$, so for the pole at positive $x$

$$R=\frac{\int g(\rho)\rho\,d\rho\int_{-\Delta/2}^{\Delta/2}\sin^2\phi\,d\phi}{\int g(\rho)\rho\,d\rho\int_{-\Delta/2}^{\Delta/2}d\phi}
=\frac1\Delta\int_{-\Delta/2}^{\Delta/2}\sin^2\phi\,d\phi .$$

The radial integral cancels. The derivation assumes uniform intensity in azimuth, but it does not need uniform intensity along the radius. An azimuthal profile that is brighter at the centre of the pole lowers $R$, and one that is brighter at both azimuthal edges raises it. With $\sin^2\phi=\frac12(1-\cos2\phi)$,

$$R=\frac12-\frac1{2\Delta}\left[\frac{\sin2\phi}{2}\right]_{-\Delta/2}^{\Delta/2}
=\frac12\left(1-\frac{\sin\Delta}{\Delta}\right).$$

The opposite pole has azimuths shifted by $\pi$, which leaves $\sin^2\phi$ unchanged, so the pair has the same $R$.

The angle in the denominator must be in radians: $\Delta=0.610865$. Then $\sin\Delta=0.573576$, $\sin\Delta/\Delta=0.938957$, and

$$R=\tfrac12(1-0.938957)=0.0305 .$$

About 3.05 percent of the intensity is radial and 96.95 percent tangential. A direct sum of the squared field projection over pupil pixels gives 3.0521 percent. When the intensity is made to rise fourfold from the inner to the outer edge, the sum gives 3.0520 percent, as the cancellation of the radial integral requires.

Two points of meaning matter here. First, $35^\circ$ is the full opening. If it were the half-opening, the full angle would be $70^\circ$ and the fraction 11.5 percent. Second, $R$ is a sum of local intensities and does not describe a separate radially polarized beam. The amplitude $E_r=\sin\phi$ has opposite signs above and below the axis, so its average over the pole is zero even though the average of its square is not.

### (b) Estimate, edge value and pole shape

For $0<\Delta<1$ the terms of the sine series alternate in sign and decrease in size. Successive partial sums therefore enclose the sine:

$$1-\frac{\Delta^2}{6}<\frac{\sin\Delta}{\Delta}<1-\frac{\Delta^2}{6}+\frac{\Delta^4}{120}.$$

Subtracting from one reverses the inequalities, and halving gives

$$\frac{\Delta^2}{12}-\frac{\Delta^4}{240}<R<\frac{\Delta^2}{12}.$$

For $35^\circ$ the bounds are 3.0516 and 3.1096 percent. The leading term alone is enough for the estimate of 3 percent.

At the edge of the pole the local fraction is $\sin^2(\Delta/2)=9.04$ percent. For small openings this is $\Delta^2/4$, three times the mean $\Delta^2/12$. Quoting the edge value for the whole $35^\circ$ pole would overstate the radial content nearly threefold.

The quadratic growth holds for narrow poles. The fraction is 1.0 percent at $20^\circ$, 8.7 percent at $60^\circ$ and 18.2 percent at $90^\circ$. At $\Delta=\pi$ the two poles join into a full annulus, $\sin\Delta$ vanishes, and $R=\frac12$: a fixed linear polarization is then radial and tangential in equal parts.

**Circular pole.** Let a uniform disc have its centre at distance $c$ from the pupil centre and radius $a$. Its tangents from the pupil centre make the angles $\pm\Delta/2$ with the axis, so $a=c\sin(\Delta/2)$. A line at azimuth $\phi$ crosses the edge of the disc at

$$\rho_\pm=c\cos\phi\pm\sqrt{a^2-c^2\sin^2\phi}.$$

The weight of this azimuth is no longer constant. It is

$$w(\phi)=\int_{\rho_-}^{\rho_+}\rho\,d\rho=\frac{(\rho_+-\rho_-)(\rho_++\rho_-)}2
=2c\cos\phi\sqrt{a^2-c^2\sin^2\phi}.$$

Put $u=(c/a)\sin\phi$. Then $c\cos\phi\,d\phi=a\,du$, the square root becomes $a\sqrt{1-u^2}$, and $\sin^2\phi=(a^2/c^2)u^2$. Hence

$$R_{\rm disc}=\frac{a^2}{c^2}\,
\frac{\int_{-1}^{1}u^2\sqrt{1-u^2}\,du}{\int_{-1}^{1}\sqrt{1-u^2}\,du}.$$

With $u=\sin\alpha$ the numerator is $\int_{-\pi/2}^{\pi/2}\sin^2\alpha\cos^2\alpha\,d\alpha=\pi/8$ and the denominator is $\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\pi/2$. Their ratio is $\frac14$, so

$$R_{\rm disc}=\frac{a^2}{4c^2}=\frac14\sin^2\frac\Delta2=2.26\ \text{percent}.$$

The disc has less light near its extreme azimuths than the sector has, which lowers the fraction. The value of 3 percent thus belongs to a sector, not to every pole that spans $35^\circ$.

### (c) Imperfect illumination

**Tilt.** Turn the polarization by $\delta$, so that the field is $(\sin\delta,\cos\delta)$. Then

$$E_r=\sin\delta\cos\phi+\cos\delta\sin\phi=\sin(\phi+\delta).$$

The average of $\sin^2(\phi+\delta)$ contains $\cos(2\phi+2\delta)=\cos2\phi\cos2\delta-\sin2\phi\sin2\delta$. The last term is odd in $\phi$ and averages to zero, while $\cos2\phi$ averages to $\sin\Delta/\Delta$. Therefore

$$R_\delta=\frac12\left(1-\cos2\delta\,\frac{\sin\Delta}{\Delta}\right).$$

A tilt of $2^\circ$ raises the fraction to 3.17 percent.

**Soft edges.** Model the softening as a Gaussian spread in azimuth. Each azimuth of the sharp pole acquires an independent shift $\eta$ of standard deviation $s$. The odd term again averages out, and $\langle\cos2\phi\rangle$ is multiplied by $\langle\cos2\eta\rangle$.

To find this factor, let $C(q)=\langle\cos q\eta\rangle$. Differentiation gives $C'(q)=-\langle\eta\sin q\eta\rangle$, and integration by parts with the Gaussian weight turns this into $-qs^2C(q)$. With $C(0)=1$ the solution is $C(q)=e^{-q^2s^2/2}$, so at $q=2$

$$R_s=\frac12\left(1-e^{-2s^2}\frac{\sin\Delta}{\Delta}\right).$$

For $s=3^\circ$, entered in radians, $R_s=3.31$ percent.

**Incomplete polarization.** Let a fraction $P$ of the intensity be polarized along $y$ and the rest, incoherent with it, along $x$. For $x$ polarization $E_r=\cos\phi$, whose mean square is $1-R$. Incoherent intensities add:

$$R_P=PR+(1-P)(1-R).$$

For $P=0.97$,

$$R_P=0.97\times0.0305+0.03\times0.9695=0.0587 .$$

Three percent of light in the wrong polarization nearly doubles the radial fraction. Of the three imperfections at these sizes it is by far the largest.

### (d) What the image sees

**Geometry.** A vertical grating sends each source point into orders displaced along $x$. In units of the pupil radius the displacement is

$$\frac{\lambda}{p\,\mathrm{NA}}=\frac{193.4}{90\times1.35}=1.592 .$$

For every point of these poles, two orders enter the lens: the undiffracted one and one on the opposite side. Assume a thin mask that gives both orders the same amplitude and passes the polarization unchanged. Here "unchanged" refers to the polarization vector in the pupil, so the ray angles at the mask are neglected. The lens is free of aberrations, apodization and polarization errors, and the angle-dependent amplitude factor $\sqrt{\cos\theta_{\rm mask}/\cos\theta_{\rm water}}$ that the sine condition imposes even on an ideal lens is set to one. Reflection at the substrate, absorption in the resist, and the dependence of the transmission from water into resist on angle and polarization are left out of the contrasts below.

At the middle radius of the pole, 0.80, Snell's law gives the polar angle in the resist:

$$\sin\theta=\frac{1.35\times0.80}{1.70},\qquad \theta=39.4^\circ .$$

The lens turns the pupil field together with its ray. The tangential vector is unchanged, while the radial vector becomes

$$\hat r\ \longrightarrow\ \hat p=\cos\theta\,\hat r-\sin\theta\,\hat z ,$$

which is perpendicular to the ray direction $\sin\theta\,\hat r+\cos\theta\,\hat z$.

Two unit fields $\mathbf E_1$ and $\mathbf E_2$, real and in phase at $x=0$, give at best focus

$$I(x)=2+2\,\mathbf E_1\cdot\mathbf E_2\cos(2\pi x/p).$$

For a positive dot product, the contrast $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ is therefore $\mathbf E_1\cdot\mathbf E_2$.

**If the radial part were grating TM light.** TM fields of two orders on the $x$ axis are $(\cos\theta,0,-\sin\theta)$ and $(\cos\theta,0,\sin\theta)$. Their dot product is $\cos^2\theta-\sin^2\theta=\cos2\theta$. Giving the fraction $R$ this contrast, and the rest contrast one, predicts

$$1-\left[(1-R)+R\cos2\theta\right]=2R\sin^2\theta=2.46\ \text{percent}$$

for the contrast loss.

**Fixed $y$ polarization.** Take two orders at mirrored pupil positions, with azimuths $\phi$ and $\pi-\phi$ and the same $\theta$. The first field is

$$\mathbf E_1=\cos\phi\,\hat t+\sin\phi\,(\cos\theta\,\hat r-\sin\theta\,\hat z).$$

Its Cartesian components are

$$\begin{aligned}
E_{1x}&=-\sin\phi\cos\phi\,(1-\cos\theta),\\
E_{1y}&=\cos^2\phi+\sin^2\phi\cos\theta,\\
E_{1z}&=-\sin\phi\sin\theta .
\end{aligned}$$

Replacing $\phi$ by $\pi-\phi$ reverses $\cos\phi$ and keeps $\sin\phi$. Only the $x$ component changes sign. Since $\mathbf E_1$ has unit length,

$$\mathbf E_1\cdot\mathbf E_2=-E_{1x}^2+E_{1y}^2+E_{1z}^2=1-2E_{1x}^2
=1-\tfrac12\sin^22\phi\,(1-\cos\theta)^2 .$$

This answers the question about TM light. In grating TM light the $z$ components of the two orders are opposite and work against the image. Here they are equal and support it. What remains is the small $x$ component, and it enters squared.

To average over the pole at fixed $\theta$, use

$$\langle\sin^22\phi\rangle=\frac12\left(1-\langle\cos4\phi\rangle\right)
=\frac12\left(1-\frac{\sin2\Delta}{2\Delta}\right)=0.1154 .$$

The mean loss is $\frac12\times0.1154\,(1-\cos\theta)^2=0.30$ percent. This is an estimate for two reasons. It uses only the middle radius of the pole, and at fixed $\theta$ the separation of a mirrored pair varies with $\phi$, whereas a real grating has one pitch. Summing the vector images over both full poles at the 90 nm pitch gives a contrast of 0.9968, a loss of 0.33 percent. Within this model that is less than a seventh of the TM prediction. The second digit depends on the idealizations. Including the sine-condition amplitude factor and the water-to-resist transmission gives 0.36 percent. Adding the ray angles at the mask for fourfold reduction gives 0.29 or 0.50 percent, depending on whether the tangential electric or the tangential magnetic field is carried through the thin mask. The loss stays at about a fifth of the TM prediction or less.

**Polarization tangential at every source point.** Now the source field is $\hat t=(-\sin\phi,\cos\phi)$, with no radial part in the illuminator. The mask passes this same vector to the order at azimuth $\pi-\phi$, where the local unit vectors are

$$\hat r_2=(-\cos\phi,\sin\phi),\qquad \hat t_2=(-\sin\phi,-\cos\phi).$$

The components there are $\hat t\cdot\hat r_2=2\sin\phi\cos\phi=\sin2\phi$ and $\hat t\cdot\hat t_2=\sin^2\phi-\cos^2\phi=-\cos2\phi$. After the lens,

$$\mathbf E_1=\hat t,\qquad
\mathbf E_2=-\cos2\phi\,\hat t_2+\sin2\phi\,(\cos\theta\,\hat r_2-\sin\theta\,\hat z).$$

Using the same two products once more, and $\hat t\cdot\hat z=0$,

$$\mathbf E_1\cdot\mathbf E_2=\cos^22\phi+\sin^22\phi\cos\theta
=1-\sin^22\phi\,(1-\cos\theta).$$

The factor $1-\cos\theta$ now enters to the first power. The mean loss for mirrored pairs is 2.63 percent, and the full source gives 2.79 percent (2.9 to 3.0 percent with the refinements named above). With source shape, pitch and lens held fixed, removing the radial part from the illumination therefore makes this image worse. The polarization is tangential for the undiffracted order but, away from the $x$ axis, not for its partner. Fixed $y$ polarization gives both orders of a mirrored pair the same radial fraction, $\sin^2\phi$.

**Light in the wrong polarization.** For $x$ polarization the full-source contrast is 0.195. An incoherent mixture with $P=0.97$ has the contrast

$$0.97\times0.9968+0.03\times0.195=0.973 ,$$

since both parts have the same mean intensity and the same positions of maxima. The drop from 0.997 is 2.4 percentage points. Three percent of $x$-polarized light thus costs far more contrast than the 3 percent radial fraction that comes from the width of the pole. The number $R$ alone does not determine image quality.

### Comparison with a real scanner

The parameters are rough typical values for argon fluoride lithography with water immersion; the 90 nm pitch lies well above the aperture limit $\lambda/(2\,\mathrm{NA})=71.6$ nm. These particular poles, however, keep two orders at every source point only down to a pitch of about 87 nm. Of the imperfections assumed in part (c), incomplete polarization changes $R$ most: the 3 percent impurity moves it from 3.05 to 5.87 percent.

The definition of $R$ refers to the illuminator pupil. On entry into the resist, radial (p) and tangential (s) light are transmitted differently. Let subscripts w and r denote water and resist. Continuity of the tangential electric and magnetic fields gives

$$t_s=\frac{2n_w\cos\theta_w}{n_w\cos\theta_w+n_r\cos\theta_r},\qquad
t_p=\frac{2n_w\cos\theta_w}{n_r\cos\theta_w+n_w\cos\theta_r}.$$

At $\theta_w=48.6^\circ$ and $\theta_r=39.4^\circ$ the ratio $(t_p/t_s)^2$ is 1.026. Weighting the radial part by it changes 3.05 to 3.13 percent, a minor correction.

Defocus leaves $R$ unchanged but lowers the contrast of the full source. The two orders from one source point generally have different axial wave numbers, so defocus shifts their fringes sideways. The shift differs between source points, and the summed fringes partly wash out. At 40 nm from focus within the resist, the contrast for pure $y$ polarization falls from 0.997 to 0.983. Moving the wafer by 40 nm in the water instead gives 0.969. For this example, either is a larger loss than the one caused by the radial component. Equal order amplitudes are a special case even for a thin mask. A thin binary mask with equal lines and spaces gives the first order 0.64 of the zeroth-order amplitude, which lowers the contrast for $y$ polarization to 0.90. A thin 6 percent attenuated phase-shift mask of the same duty cycle comes close to equality, with contrast 0.996. Mask relief changes the amplitudes further and alters their polarization; the contrasts above do not include this. The remaining values are in the numerical output.

## Computed results

```
Full pole opening: 35.0 deg
Full pole opening: 0.610865 rad
sin(D): 0.573576
sin(D)/D: 0.938957
Radial fraction, formula: 3.0521 %
Radial fraction, pixel sum: 3.0521 %
Same, non-uniform radial profile: 3.0520 %
Tangential fraction: 96.9479 %
Upper estimate D^2/12: 3.1096 %
Lower estimate D^2/12-D^4/240: 3.0516 %
Radial fraction at pole edge: 9.0424 %
Opening for exactly 3 %: 34.69 deg
Radial fraction, opening 20 deg: 1.009 %
Radial fraction, opening 60 deg: 8.650 %
Radial fraction, opening 70 deg: 11.543 %
Radial fraction, opening 90 deg: 18.169 %
Circular pole, same subtended angle: 2.261 %
Wavelength: 193.4 nm
Numerical aperture: 1.35
Inner pole radius / pupil radius: 0.70
Outer pole radius / pupil radius: 0.90
Grating pitch: 90.0 nm
Water index: 1.44
Resist index: 1.70
Order spacing / pupil radius: 1.5918
Mid-pole ray angle in water: 48.59 deg
Mid-pole ray angle in resist: 39.44 deg
Wanted-polarization fraction: 97.0 %
Radial fraction with that purity: 5.869 %
Polarization tilt: 2.0 deg
Radial fraction with tilt: 3.166 %
Azimuthal blur, standard deviation: 3.0 deg
Radial fraction with blur: 3.309 %
p/s intensity transmission ratio: 1.0259
Radial fraction after water/resist: 3.129 %
Mean of sin^2(2 phi) over pole: 0.1154
Contrast loss if R were grating TM: 2.464 %
Mirrored-pair loss, fixed y: 0.299 %
Mirrored-pair loss, local tangential: 2.629 %
Full-source contrast, fixed y: 0.99675
Full-source loss, fixed y: 0.325 %
Full-source contrast, local tangential: 0.97210
Full-source loss, local tangential: 2.790 %
Full-source contrast, x polarization: 0.19495
Contrast with impure polarization: 0.97270
Defocus in resist: 40.0 nm
Contrast, fixed y, with defocus: 0.98268
```
